# Coupling monopole and dipole responses in stacked Keldysh sheets

## One sheet

Take a flat insulating sheet at $z=0$ with in-plane polarizability $\alpha$. Atomic units are used in the algebra, the response is static and linear, and all fields vary in the plane as $e^{i\mathbf q\cdot\mathbf r}$ with $q>0$. A surface charge $\sigma$ at $z=0$ produces a potential obeying

$$\phi''-q^2\phi=-4\pi\sigma\,\delta(z).$$

The decaying solution is $\phi=Ae^{-q|z|}$. Its slope jumps by $-2qA$, which must equal $-4\pi\sigma$. Hence $A=v\sigma$ with $v=2\pi/q$.

The field $\mathbf E=-\nabla\phi$ polarizes the sheet, $\mathbf P=\alpha\mathbf E$. The induced charge is $M=-\nabla\cdot\mathbf P=\alpha\nabla^2\phi=-q^2\alpha\phi$. Here $\phi$ is the total potential, including the part $vM$ made by $M$ itself:

$$M=-q^2\alpha(\phi_{\rm ext}+vM).$$

With $r=2\pi\alpha$, which is a length, $q^2\alpha v=rq$. Collecting $M$ gives

$$M=\chi_M\phi_{\rm ext},\qquad \chi_M=-\frac{q^2\alpha}{1+rq}.$$

For a unit external charge in the sheet, $\phi_{\rm ext}=v$ and $M=-rq/(1+rq)$. The screened interaction is $W=v(1+M)=v/(1+rq)$, the Keldysh form.

The response $\chi_M$ already contains the sheet's action on itself. Suppose this action were inserted again, replacing $\chi_M$ by $\chi_M/(1-\chi_Mv)$. Since $\chi_Mv=-rq/(1+rq)$, the induced charge would become $-rq/(1+2rq)$, and the dielectric function $v/W$ would be $(1+2rq)/(1+rq)$. For $r=40$ Å and $q=0.05$ Å$^{-1}$ one has $rq=2$. The correct value is 3; the double-counted one is $5/3$, and it can never exceed 2.

## Two sheets by hand

Put a second identical sheet a distance $L$ above the first, and let $\eta=e^{-qL}$. Place external charges $(1,p)$ in sheets 1 and 2, with $p=\pm1$. By symmetry the induced charges are $(M,pM)$. At sheet 1 the external potential is $v(1+p\eta)$, and the induced charge of the other sheet adds $v\eta pM$. Since the self-action is inside $\chi_M$,

$$M=\chi_M\left[v(1+p\eta)+pv\eta M\right].$$

Insert $\chi_Mv=-rq/(1+rq)$ and multiply by $1+rq$:

$$M(1+rq+prq\eta)=-rq(1+p\eta),\qquad 1+M=\frac{1}{1+rq(1+p\eta)}.$$

The total potential at sheet 1 is $W_p=v(1+p\eta)(1+M)$, so

$$W_p=W_{11}+pW_{12}=\frac{v(1+p\eta)}{1+rq(1+p\eta)}.$$

For $L=6$ Å, $v/2\pi=20$ Å and $v\eta/2\pi=14.816$ Å. The two patterns give

$$\frac{W_+}{2\pi}=\frac{34.816}{4.482}=7.769\ \text{Å},\qquad \frac{W_-}{2\pi}=\frac{5.184}{1.518}=3.414\ \text{Å}.$$

Half the sum and half the difference are $W_{11}/2\pi=5.591$ Å and $W_{12}/2\pi=2.177$ Å.

## Giving each sheet a dipole

The pattern $p=-1$ sends a field from one sheet to the other. A real layer also polarizes along this field. Represent that response by charge planes $+D/(2h)$ at $z_i+h$ and $-D/(2h)$ at $z_i-h$. Their total charge is zero and their dipole moment per area is $D$. The monopole charge stays at $z_i$.

The potential enters through two numbers,

$$\phi_0=\phi(z_i),\qquad \phi_1=\frac{\phi(z_i+h)-\phi(z_i-h)}{2h}.$$

With these definitions the charge–potential product summed over the planes is $M\phi_0+D\phi_1$. The local law is $D=-a\phi_1$ with $a>0$: the moment points along the field, hence down the potential slope.

The dipole's own potential at the upper plane is $v(D/2h)(1-e^{-2qh})$, and at the lower plane it is the negative of this. Therefore

$$\phi_1^{\rm self}=\frac{vD}{2h^2}(1-e^{-2qh})=\frac{2\pi g}{h}D,\qquad g=\frac{1-e^{-2qh}}{2qh}.$$

Solving $D=-a(\phi_{1,\rm ext}+2\pi gD/h)$ gives the isolated dipole response

$$\chi_D=-\frac{a}{1+2\pi ag/h}.$$

As $q\to0$, $g\to1$ and $\chi_D\to-\alpha_\perp$ with $1/\alpha_\perp=1/a+2\pi/h$. The length $b=2\pi\alpha_\perp$ is therefore smaller than $h$. Choosing $b=2$ Å and $h=2.5$ Å requires $2\pi a=b/(1-b/h)=10$ Å.

The finite separation matters. If $g$ is replaced by its expansion $1-qh$, then $1/\chi_D=-(1/\alpha_\perp-2\pi q)$, or $\chi_D=-\alpha_\perp/(1-bq)$. This has a false pole at $q=1/b$, where a dipole of zero thickness would polarize without a source. The full $g$ is positive, so for $a>0$, that is $b<h$, the denominator of $\chi_D$ never vanishes.

## The interlayer kernel

Let layers $i$ and $k$ be separated by $L=|z_i-z_k|>h_i+h_k$, with $s_{ik}=\operatorname{sgn}(z_i-z_k)$ and $s_{ii}=0$. Above layer $k$, the two planes of its dipole give

$$v\frac{D_k}{2h_k}e^{-qL}(e^{qh_k}-e^{-qh_k})=2\pi f_ke^{-qL}D_k,\qquad f_k=\frac{\sinh qh_k}{qh_k}.$$

Below it the sign is reversed. Taking the difference quotient $\phi_1$ of this potential across layer $i$ gives a factor $(e^{-qh_i}-e^{qh_i})/(2h_i)=-qf_i$. The kernel elements are thus

$$V_{i0,k0}=\frac{2\pi}{q}e^{-qL},\qquad V_{i0,k1}=2\pi s_{ik}f_ke^{-qL},$$

$$V_{i1,k1}=-2\pi q f_if_ke^{-qL}\quad(i\ne k).$$

The slope of a monopole potential gives $V_{i1,k0}=-2\pi s_{ik}f_ie^{-qL}=V_{k0,i1}$, so the matrix is symmetric. Within one layer the elements are $V_{i0,i0}=v$, $V_{i1,i1}=2\pi g_i/h_i$ and $V_{i0,i1}=0$, the last because the dipole potential is odd about $z_i$.

## The bilayer with dipoles

Return to the bilayer at $q=0.05$ Å$^{-1}$, with layer 1 below. Dividing $V$ by $2\pi$ and multiplying $\chi$ by $2\pi$ leaves their products unchanged. In these units,

- $m=2\pi\chi_M=-0.03333$ Å$^{-1}$ and $d=2\pi\chi_D=-10/(1+10\times0.35392)=-2.2030$ Å;
- the monopole elements are $20$ Å and $t=14.8164$ Å;
- the mixed elements are $\mp u$ with $u=0.74275$: negative for $(M_1,D_2)$, positive for $(M_2,D_1)$;
- the interlayer dipole element is $w=-0.03723$ Å$^{-1}$.

For external charges $(1,p)$, reflection symmetry gives induced moments $(D,-pD)$, since reflection reverses a dipole. The two unknowns obey

$$M=m\left[20+pt+ptM+puD\right],\qquad D=d\left[pu(1+M)-pwD\right].$$

For $p=+1$, the second equation gives $D=du(1+M)/(1+dw)=-1.5123(1+M)$. The first then gives $M=-0.7711$, so $D=-0.3461$ Å. The potential at layer 1 is

$$\frac{W_+}{2\pi}=(20+t)(1+M)+uD=7.968-0.257=7.711\ \text{Å}.$$

For $p=-1$, $D=-du(1+M)/(1-dw)=1.7825(1+M)$, hence $M=-0.2785$ and $D=1.2861$ Å. Now

$$\frac{W_-}{2\pi}=(20-t)(1+M)-uD=3.740-0.955=2.785\ \text{Å}.$$

Dipoles lower $W_+$ by 0.06 Å and $W_-$ by 0.63 Å. The average, $W_{11}/2\pi$, falls from 5.591 to 5.248 Å. Half the difference, $W_{12}/2\pi$, rises from 2.177 to 2.463 Å, because the subtracted $W_-$ fell more. In this bilayer the same polarization weakens the interaction within a layer and strengthens it between the two layers. In energy units, $W_{11}=474.8$ and $W_{12}=222.9$ eV Å$^2$.

## The general algorithm

For $N$ layers, collect the induced moments in $\rho=(M_1,\dots,M_N,D_1,\dots,D_N)$. Let $\chi^0$ be the diagonal matrix of isolated responses and $V'$ the matrix $V$ with all same-layer elements removed. Each layer responds to the external potential and to the other layers:

$$\rho=\chi^0(\phi_{\rm ext}+V'\rho)\quad\Rightarrow\quad \rho=\chi\phi_{\rm ext},\qquad \chi=(1-\chi^0V')^{-1}\chi^0.$$

This is the Dyson equation of the quantum electrostatic heterostructure model. External moments $\rho_{\rm ext}$ create $\phi_{\rm ext}=V\rho_{\rm ext}$, and the total potential is $V(\rho_{\rm ext}+\rho)$. Consequently

$$W=V+V\chi V.$$

The full $V$ stands on both sides of $\chi$: an external charge also polarizes its own layer, and the charge induced in a layer also contributes to the potential there. For each $q$ the procedure is:

1. Compute $\chi_M$ and $\chi_D$ for every isolated layer.
2. Fill $V$. Since $f=ge^{qh}$, evaluate $f_ke^{-qL}$ as $g_ke^{-q(L-h_k)}$, and $f_if_ke^{-qL}$ as $g_ig_ke^{-q(L-h_i-h_k)}$. No exponent is then positive, and large $q$ causes no overflow.
3. Remove the same-layer elements to form $V'$, and solve the $2N\times2N$ linear system for $\chi$.
4. Form $W$; its monopole block holds the interactions $W_{ij}$ of charges in the layer planes.

In an application to real layers, $\chi^0$ and the charge profiles come from a quantum calculation of each isolated layer. Here they come from the sheet model. A layer without mirror symmetry needs a $2\times2$ block in $\chi^0$, because a potential that varies in the plane but is constant across the layer's thickness can then induce a dipole. The method assumes that layers neither overlap nor hybridize, that no charge is transferred, and that different in-plane wavevectors do not mix. For real layers, two fixed profiles are a truncation; for the present model they are the complete set of charges.

### Why dipoles lower the diagonal interaction

The local laws read $\rho=-P\phi$, where $P$ is diagonal with entries $q^2\alpha_i$ and $a_i$. From $\phi=V(\rho_{\rm ext}-P\phi)$ follows

$$W=(1+VP)^{-1}V=(V^{-1}+P)^{-1}.$$

The matrix $V$ is positive definite: its quadratic form is the integral of $(|\phi'|^2+q^2|\phi|^2)/4\pi$, which is positive for any nonzero charge. The inverse therefore exists. Scale the dipole entries $a_k$ by $\lambda$ and differentiate:

$$\frac{dW_{ij}}{d\lambda}=-\sum_k W_{i0,k1}\,a_k\,W_{k1,j0}.$$

For $i=j$ every term is $-a_kW_{i0,k1}^2\le0$. For $i\ne j$ the sign is not fixed: in the bilayer $W_{12}$ rose, while in a thicker stack a dipole layer outside the pair can lower $W_{ij}$, as the long-wave limit below shows.

### An independent solution

The algorithm can be tested without $V$ or $\chi^0$. Use the potentials $\phi_n$ on all charge planes as unknowns. Between planes a distance $\Delta$ apart,

$$\phi(s)=\frac{\phi_n\sinh q(\Delta-s)+\phi_{n+1}\sinh qs}{\sinh q\Delta},$$

whose slope at $s=0$ is $q(\phi_{n+1}-\phi_n\cosh q\Delta)/\sinh q\Delta$. Requiring the slope to jump by $-4\pi\sigma_n$ at each plane, with $\sigma_n$ taken from the local laws and the external charge, gives a closed linear system. Outside the stack the potential decays as $e^{-q|z|}$.

For four unlike layers, the Dyson result agrees with this solution to within $10^{-10}$ of $2\pi/q$ at each tested wavevector. Omitting the dipoles produces an error of up to 0.078 in the same unit.

## Long waves and thick stacks

For a finite stack of identical layers let $q\to0$. Then $\chi_M\approx-q^2r/2\pi$ and $\chi_D\approx-b/2\pi$. Induced monopoles are of order $q$, so their further action on other layers changes $W$ only at order $q$; so does dipole–dipole coupling, whose kernel is of order $q$. The induced dipoles make a potential of order one on other layers, which adds monopoles only of order $q^2$ and so again changes $W$ at order $q$. To order $q^0$ it is enough to use $\chi\approx\chi^0$:

$$W_{ij}\approx\frac{2\pi}{q}-2\pi L_{ij}-\sum_k\frac{(2\pi)^2}{q^2}\frac{q^2r}{2\pi}-\sum_k(2\pi s_{ik})\frac{b}{2\pi}(2\pi s_{jk}).$$

Collecting terms,

$$W_{ij}=\frac{2\pi}{q}-2\pi\Big[L_{ij}+Nr+b\sum_k s_{ik}s_{jk}\Big]+O(q).$$

The in-plane screening lengths add. A dipole layer outside the pair has $s_{ik}s_{jk}=+1$ and screens; one between the charges has $-1$ and strengthens their interaction. In a trilayer the bracket is $120+2\times2=124$ Å for two charges in the same layer, $6+120+2=128$ Å for layers 1 and 2, and $12+120-2=130$ Å for layers 1 and 3. The matrix algorithm gives the same lengths. The expansion requires $qNr\ll1$ and $qNL\ll1$, with $L$ the layer spacing; for the present parameters $r>L$, so the first condition is the stricter one.

An infinite stack has a different limit. With monopoles only, a phase $\theta$ per layer turns the kernel into $vS$, where

$$S=\sum_n e^{-qL|n|+in\theta}=\frac{\sinh qL}{\cosh qL-\cos\theta}.$$

Then $W(\theta)=vS/(1+rqS)=v\sinh qL/(C-\cos\theta)$, with $C=\cosh qL+rq\sinh qL$. Averaging over $\theta$ with $\int_0^{2\pi}d\theta/[2\pi(C-\cos\theta)]=1/\sqrt{C^2-1}$ yields

$$W_{ii}=\frac{2\pi}{q}\frac{\sinh qL}{\sqrt{C^2-1}}.$$

At $q=0.05$ Å$^{-1}$ this corresponds to a dielectric function of 4.328, and the middle of 61 layers gives the same number.

With dipoles, consider waves long compared with $L$. The in-plane constant is $\epsilon_\parallel=1+4\pi\alpha/L=1+2r/L$. For a perpendicular field $E_g$ in the gaps, each layer has moment $\alpha_\perp E_g$ and changes the potential by $4\pi\alpha_\perp E_g$ against the gap field. The mean field is $E_g(1-2b/L)$ while the displacement is $E_g$, so $1/\epsilon_\perp=1-2b/L$. A charged plane in this medium obeys

$$-\epsilon_\perp\phi''+\epsilon_\parallel q^2\phi=4\pi\delta(z).$$

The solution decays with $\kappa=q\sqrt{\epsilon_\parallel/\epsilon_\perp}$, and the slope jump gives $\phi(0)=2\pi/(\epsilon_\perp\kappa)=2\pi/(q\sqrt{\epsilon_\parallel\epsilon_\perp})$. Here $\epsilon_\parallel=14.33$ and $\epsilon_\perp=3$, so the expected dielectric function is 6.557. The middle of 401 layers, with the inverse dielectric function extrapolated linearly to $q=0$ from $qL=0.02$ and $0.01$, gives 6.549, lower by about 0.1 per cent of the expected value. This limit needs $qL\ll1$ and $\kappa L\ll1$, but $\kappa NL\gg1$; at still smaller $q$ the finite stack returns to the previous expansion.

## Excitons in the stack

Place an electron in layer $i$ and a hole in layer $j$, with reduced mass $\mu=0.25$ electron masses and no motion along $z$. The relative motion has the Hamiltonian $-\nabla^2/(2\mu)-W_{ij}(r)$, where here $r$ in the argument is the in-plane distance. Screening is taken as static, and both charges lie in the layer planes.

Gaussians $e^{-\beta r^2}$ avoid a transform of $W$ to real space. With $S_{\beta\gamma}=\beta+\gamma$, a product of two Gaussians has the transform $(\pi/S_{\beta\gamma})e^{-q^2/4S_{\beta\gamma}}$. Integrating over the angle of $\mathbf q$ gives the elements

$$\langle\beta|W|\gamma\rangle=\int_0^\infty dq\,\frac{qW_{ij}(q)}{2S_{\beta\gamma}}e^{-q^2/4S_{\beta\gamma}},$$

$$\langle\beta|\gamma\rangle=\frac{\pi}{S_{\beta\gamma}},\qquad \langle\beta|{-\tfrac{\nabla^2}{2\mu}}|\gamma\rangle=\frac{4\beta\gamma}{2\mu}\int r^2e^{-S_{\beta\gamma}r^2}d^2r=\frac{2\pi\beta\gamma}{\mu S_{\beta\gamma}^2}.$$

The basis used here has 26 exponents $\beta_n=10^{-5}\times2.5^{\,n}$ bohr$^{-2}$, $n=0,\dots,25$. For unscreened two-dimensional hydrogen, with $W=2\pi/q$ and $\mu=1$ instead of 0.25, this basis gives $-54.422$ eV against the exact $-54.423$ eV. For one Keldysh sheet it gives a binding energy of 0.570 eV, as does a radial grid with the real-space potential.

In the bilayer, the binding within one layer falls to 0.457 eV, compared with 0.478 eV without dipoles. The interlayer exciton is bound by 0.239 eV, compared with 0.227 eV without them. Its root-mean-square in-plane distance is 22 Å, twice the 11 Å of the intralayer one. Both shifts have the signs found for $W_{11}$ and $W_{12}$ at the sample wavevector. An energy involves all wavevectors, so that agreement is an interpretation, not a proof.

For charges in the outer layers of the trilayer, dipoles raise the binding from 0.147 to 0.170 eV, about 16 per cent of the monopole-only value. The long-wave formula suggests this direction, since the middle layer lies between the charges. For layers 1 and 2 of the trilayer, however, that formula predicts weaker attraction, while the binding rises slightly, from 0.1922 to 0.1927 eV. The long-wave term alone therefore does not fix the sign of an exciton shift, and the full $W_{ij}(q)$ is needed. The remaining values are in the numerical output.

## Computed results

```
in-plane screening length r = 40.0 A; b = 2.0 A; h = 2.5 A
layer spacing = 6.0 A; reduced mass = 0.25 m_e
2 pi a (bare dipole response) = 10.000 A
four unlike layers, largest error of W in units of 2 pi/q:
  monopole+dipole below 1e-10: True; monopole only: 0.0783
one layer, q = 0.05 1/A: epsilon = 3.0000; self term counted twice: 1.6667
bilayer at q = 0.05 1/A (layer 1 below layer 2):
  2 pi chi_M = -0.033333 1/A; 2 pi chi_D = -2.20304 A
  V00/2pi same layer = 20.0000 A; other = 14.8164 A
  V(M1,D2)/2pi = -0.74275; V(M2,D1)/2pi = 0.74275
  V11/2pi same layer = 0.35392 1/A; other = -0.03723 1/A
  coupled 2 pi chi: M1M1 = -0.047519 1/A; M1M2 = 0.024632 1/A
  coupled 2 pi chi: M1D1 = -0.047001; M1D2 = -0.081611
  coupled 2 pi chi: D1D1 = -2.35876 A; D1D2 = -0.27039 A
  W11 = 474.82 eV A^2; W12 = 222.86 eV A^2
  V11/W11 (charges) = 3.8109; V12/W12 = 6.0150
monopoles only, q = 0.05 1/A: epsilon mid 61 layers = 4.32793; infinite = 4.32793
trilayer long-wave lengths: from W, from formula (A)
  layers 1,1: 124.00, 124.00
  layers 2,2: 124.00, 124.00
  layers 1,2: 128.00, 128.00
  layers 1,3: 130.00, 130.00
bulk: eps_par = 14.333; eps_perp = 3.000; root of product = 6.557
  401 layers, extrapolated to q = 0: 6.549
q (1/A): (2 pi/q)/W_ii for one layer, bilayer, trilayer middle
  0.01: 1.400, 1.776, 2.145
  0.05: 3.000, 3.811, 4.488
  0.10: 5.000, 5.519, 5.920
  0.30: 13.000, 13.065, 13.122
2D hydrogen in the Gaussian basis = -54.422 eV; exact = -54.423 eV
one-layer binding: Gaussian = 0.5700 eV; radial grid = 0.5700 eV
exciton: binding (eV), same without dipoles (eV), rms in-plane distance (A)
  N=1, layers 1,1: 0.5700, 0.5700, 10.61
  N=2, layers 1,1: 0.4574, 0.4783, 11.03
  N=2, layers 1,2: 0.2386, 0.2273, 22.32
  N=3, layers 1,1: 0.4138, 0.4505, 11.13
  N=3, layers 2,2: 0.3902, 0.4139, 11.36
  N=3, layers 1,2: 0.1927, 0.1922, 24.40
  N=3, layers 1,3: 0.1701, 0.1472, 28.18
```
